# Orbital moment of octahedral high-spin d7 in mean field

## Problem

An ion with seven d electrons sits on a site of octahedral symmetry in a crystal. It is in the high-spin configuration $t_{2g}^5e_g^2$. The majority-spin d shell is full, and the minority-spin $t_{2g}$ shell holds two electrons, so it has one hole. Use the following model.

- The spins are saturated along $+z$. The exchange splitting, the minority $t_{2g}$–$e_g$ gap and the difference between these two energies are large compared with the spin-orbit constant $\zeta>0$ of the one-electron coupling $\zeta\,\mathbf L\cdot\mathbf s$. Angular momenta are in units of $\hbar$.
- The three minority $t_{2g}$ bands are degenerate, $\varepsilon_{\mathbf k}$ times the unit matrix in orbital space, with a rectangular density of states of width $W$ centred at zero.
- Same-spin electrons on a site interact through the Kanamori parameters $U_K$ and $J_K$, treated in Hartree-Fock. All sites have the same density matrix, there is no distortion, and $T=0$.

(a) Show that the $t_{2g}$ shell behaves as a shell with effective $l=1$, and find which orbital the hole prefers.

(b) Find the mean-field energy as a function of the $3\times3$ density matrix $n$ of the minority $t_{2g}$ electrons.

(c) Find the orbital moment $L=\langle L_z\rangle$ of the lowest state for every $U\ge0$, where $U$ is the effective same-spin repulsion identified in (b). Evaluate it for $W=1$ eV and $\zeta=0.06$ eV.

(d) Does a self-consistent solution have to be the ground state?

(e) Examine what the model leaves out: the transverse spin-orbit coupling of an isolated ion, configuration mixing, the empty $e_g$ orbitals, and orbital-dependent hopping.

## Solution

### (a) Effective l = 1 and the sign of the coupling

Apply $L_z=-i(x\partial_y-y\partial_x)$ to the angular functions:

$$L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i(x^2-y^2).$$

The last result lies in the $e_g$ space, so its projection on $t_{2g}$ is zero. For p functions the same operator gives

$$L_z\,x=+i\,y,\qquad L_z\,y=-i\,x,\qquad L_z\,z=0.$$

Under the map $yz\to x$, $zx\to y$, $xy\to z$ the two sets of matrix elements differ by a sign. Cyclic exchange of $x,y,z$ gives the same for the other components. With $P$ the projector on $t_{2g}$,

$$P\mathbf LP=-\mathbf l,\qquad l=1.$$

From here on $L_z$ means $PL_zP$, and $m=+1,0,-1$ labels its eigenvalues, not those of $l_z$. The $m=0$ orbital is $xy$, and $m=\pm1$ are complex combinations of $yz$ and $zx$.

The transverse part of $\zeta\mathbf L\cdot\mathbf s$ flips the spin and connects the minority $t_{2g}$ states to majority $t_{2g}$ states, lower by the exchange splitting, and to majority $e_g$ states, lower by the exchange splitting minus the cubic gap. Both separations are large by assumption, so this part is dropped at leading order. For a minority electron $s_z=-\tfrac12$, and what remains is

$$h_{SO}=-\frac{\zeta}{2}L_z .$$

The orbital $m=+1$ is lowest and $m=-1$ highest. The hole prefers $m=-1$, and the two electrons then carry $L=+1+0=+1$, parallel to the total spin $S_z=\tfrac32$. The orbital moment is $L$ Bohr magnetons and adds to a spin moment of 3 Bohr magnetons (with $g=2$).

### (b) Mean-field energy

Two same-spin electrons in different $t_{2g}$ orbitals repel with $U'-J_K$, where $U'=U_K-2J_K$. Pair hopping needs two electrons in one orbital and is absent for equal spins. The interaction is therefore governed by one parameter,

$$U=U_K-3J_K,\qquad H_{int}=\frac U2\sum_{a\ne b}c_a^\dagger c_b^\dagger c_bc_a .$$

The term $a=b$ vanishes by the Pauli principle and may be included in the sum. With $n_{ab}=\langle c_b^\dagger c_a\rangle$, the Hartree-Fock average of each term is $n_{aa}n_{bb}-n_{ab}n_{ba}$, so

$$E_{int}=\frac U2\left[(\mathrm{Tr}\,n)^2-\mathrm{Tr}\,n^2\right].$$

Its derivative with respect to $n$ is the potential $U(\mathrm{Tr}\,n)\,\mathbb 1-Un$. The orbital-dependent part, $-Un$, has the form used in one-parameter DFT+U. The full majority shell has cubic symmetry and shifts all three minority $t_{2g}$ orbitals equally.

For the kinetic energy, let $p_i$ be the eigenvalues of $n$. The hopping is the same in every orbital basis, including the eigenbasis of $n$. For given $p_i$ the energy is lowest when each eigenorbital fills its band from the bottom:

$$\int_{-W/2}^{-W/2+pW}\frac{\varepsilon\,d\varepsilon}{W}
=\frac{(pW-W/2)^2-W^2/4}{2W}=\frac W2(p^2-p).$$

Summing over orbitals with $\mathrm{Tr}\,n=2$ gives $\frac W2(\mathrm{Tr}\,n^2-2)$. The total energy per site is

$$E=\frac{W-U}{2}\,\mathrm{Tr}\,n^2-\frac\zeta2\mathrm{Tr}(L_zn)+2U-W,\qquad 0\le n\le1 .$$

The band energy favours equal occupations, and the interaction favours unequal ones. They enter through the difference $d=W-U$ alone, apart from the constant.

### (c) The lowest state

**Case $U<W$.** Here $d>0$, and $E$ is strictly convex on a convex set of matrices, so it has one minimum. $E$ does not change when $n$ is rotated by $e^{i\varphi L_z}$. The rotated minimum is also a minimum, hence the same matrix. So $n$ commutes with $L_z$ and is diagonal in $m$, with occupations $n_m$:

$$E=\frac d2\sum_m n_m^2-\frac\zeta2(n_1-n_{-1})+\text{const},\qquad \sum_m n_m=2 .$$

Suppose first that all three bands are partly filled. With a Lagrange multiplier $\nu$ for the electron number, $d\,n_m-m\zeta/2=\nu$. Summing over $m$ gives $2d=3\nu$, so

$$n_m=\frac23+\frac{m\zeta}{2d},\qquad L=n_1-n_{-1}=\frac{\zeta}{W-U}.$$

This holds while $n_1\le1$, that is $\zeta/(2d)\le\frac13$, or $d\ge\frac32\zeta$. At the limit $L=\frac23$.

For smaller $d$ the $m=1$ band is full and one electron is shared by the other two. The conditions $d\,n_0=\nu$ and $d\,n_{-1}+\zeta/2=\nu$ give $n_0-n_{-1}=\zeta/(2d)$. With $n_0+n_{-1}=1$,

$$n_{-1}=\frac12-\frac{\zeta}{4d},\qquad L=1-n_{-1}=\frac12+\frac{\zeta}{4(W-U)} .$$

The full band must not gain by giving up charge. Its derivative $d-\zeta/2$ must not exceed $\nu=d/2+\zeta/4$, which again gives $d\le\frac32\zeta$. This branch ends when $n_{-1}=0$, at $d=\zeta/2$.

For $0<d\le\zeta/2$ the occupations are $(n_1,n_0,n_{-1})=(1,1,0)$. The derivatives of $E$ are $d-\zeta/2$ and $d$ for the filled orbitals and $\zeta/2$ for the empty one, so no transfer of charge lowers the energy.

**Case $U\ge W$.** Write $n=1-h$, where the hole matrix $h$ is non-negative with trace 1. Then $\mathrm{Tr}\,n^2=3-2+\mathrm{Tr}\,h^2\le2$, with equality for a hole in a single orbital. Also $\mathrm{Tr}(L_zn)=-\mathrm{Tr}(L_zh)\le1$. Since $d\le0$, both terms of $E$ are lowest for a hole in $m=-1$.

Altogether,

$$L=\begin{cases}\dfrac{\zeta}{W-U}, & W-U\ge\tfrac32\zeta,\\[2mm]
\dfrac12+\dfrac{\zeta}{4(W-U)}, & \tfrac12\zeta\le W-U\le\tfrac32\zeta,\\[2mm]
1, & W-U\le\tfrac12\zeta .\end{cases}$$

**Numbers.** For $W=1$ eV and $\zeta=0.06$ eV the first knee is at $U=1-0.09=0.91$ eV, and the full moment is reached at $U=1-0.03=0.97$ eV.

- $U=0$: $L=0.06/1=0.06$.
- $U=0.5$ eV: $L=0.06/0.5=0.12$.
- $U=0.9$ eV: $L=0.06/0.1=0.60$, with $n_1=0.97$, $n_0=0.67$, $n_{-1}=0.37$.
- $U=0.94$ eV: $L=0.5+0.06/0.24=0.75$, with occupations $1$, $0.75$, $0.25$.
- $U=0.98$ eV: $L=1$.

In this model the octahedral field leaves the $t_{2g}$ moment free, and it is the bandwidth that suppresses it. Without interaction, $L=\zeta/W$ is small because spin-orbit coupling moves little charge between wide bands. On the first branch $U$ multiplies this value by $W/(W-U)$.

The three parameters enter through the ratio $\zeta/(W-U)$. At $U=0.5$ eV and $\zeta=0.06$ eV, a band of 2 eV gives $L=0.04$, one of 0.56 eV gives $0.75$, and one of 0.52 eV gives $1$. At $U=0.5$ eV and $W=1$ eV, $\zeta=0.02$, $0.2$ and $0.5$ eV give $0.04$, $0.40$ and $0.75$. As $\zeta\to0$ the rise of $L$ narrows to a step at $U=W$.

These values were tested by iterating a full complex density matrix from random starting points, with the band filled level by level. The iterated moments agree with the formula to within 0.0004 (see the numerical output). In a further test at four values of $U$, no random density matrix had a lower energy than the state found here.

### (d) Self-consistent is not the same as lowest

One iteration step takes the potential $\Lambda=-\frac\zeta2L_z-Un$ and fills the bands. The new matrix $n'$ minimizes $\frac W2\mathrm{Tr}\,n'^2+\mathrm{Tr}(\Lambda n')$, so it is the allowed matrix nearest to $-\Lambda/W$. Taking the nearest point of a convex set does not increase distances. Two different inputs therefore come closer by at least the factor $U/W$ in each step. For $U<W$ the iteration converges to one solution from any start.

For $U>W$ this argument fails. Put the hole in orbital $m_h$. The filled bands are centred at $-m\zeta/2-U$ and the empty one at $-m_h\zeta/2$, up to a common shift. The state reproduces itself if the highest filled band lies below the empty one, so that the distance between their centres exceeds $W$:

- $m_h=-1$: the highest filled band is $m=0$, and $U+\zeta/2>W$.
- $m_h=0$: the highest filled band is $m=-1$, and $U-\zeta/2>W$.
- $m_h=+1$: the highest filled band is $m=-1$, and $U-\zeta>W$.

In the example the thresholds are 0.97, 1.03 and 1.06 eV. The first coincides with the onset of $L=1$, so in this model the moment saturates where the gap opens.

All three states have $\mathrm{Tr}\,n^2=2$, and their energies differ by $-\frac\zeta2L$ alone. At $U=3$ eV these three solutions, with $L=1$, $0$ and $-1$, lie at 0, 0.03 and 0.06 eV. A calculation started with the hole exactly in $xy$ stays there and reports no orbital moment, although a state lower by $\zeta/2$ exists.

Only symmetry holds the hole in $xy$. A small admixture $\delta$ of $m=-1$ in the hole orbital gives an off-diagonal potential $U\delta$ between levels separated by $U-\zeta/2$, so one step turns $\delta$ into $U\delta/(U-\zeta/2)$. At $U=3$ eV the admixture grows by only 1% per step, and a loose convergence test can stop the calculation before the hole has moved. The remedy is to start from several density matrices of low symmetry, converge tightly and compare total energies.

### (e) What the model leaves out

**Isolated ion.** Without an exchange field the spin is free to turn, and the transverse coupling matters. Within the lowest term, with $l=1$ and $S=\frac32$, the coupling has the form $A\,\mathbf l\cdot\mathbf S$. At $S_z=\frac32$ its diagonal part must equal $-\frac\zeta2L_z=\frac\zeta2l_z$, so $A=\zeta/3$. With $\mathbf J=\mathbf l+\mathbf S$,

$$\mathbf l\cdot\mathbf S=\tfrac12\left[J(J+1)-2-\tfrac{15}4\right],$$

which is $-\frac52$, $-1$ and $\frac32$ for $J=\frac12,\frac32,\frac52$. The ground state is the doublet $J=\frac12$. Projecting $\mathbf l$ on $\mathbf J$ in the state $J_z=\frac12$ gives

$$L=-\langle l_z\rangle=-\frac12\,\frac{\frac34+2-\frac{15}4}{2\cdot\frac34}=\frac13,\qquad S_z=\frac12+\frac13=\frac56 .$$

An exchange energy $-hS_z$ restores the mean-field picture. Diagonalization gives $L=0.93$ at $h=\zeta$ and $0.998$ at $h=10\zeta$. The value $L=1$ is thus the limit in which the exchange field acting on the spin is large compared with $\zeta$.

**Configuration mixing.** In a weak octahedral field the ground term is ${}^4T_1$ of the free-ion F term, which mixes $t_{2g}^5e_g^2$ with $t_{2g}^4e_g^3$. Diagonalizing a cubic field within the F term gives a largest $L$ of $\frac32$ in this triplet. The single determinant used here misses this increase. The mixing is driven by the Coulomb interaction, so the $t_{2g}$ model needs the cubic gap to be large compared with the Racah parameter $B$, not only with $\zeta$. For $B=0.11$ eV and $\zeta=0.06$ eV, exact diagonalization of the two minority electrons in all five orbitals gives a saturated $L$ of 1.46 at a gap of 2 eV and 1.67 at 1 eV. Opening the $e_g$ orbitals to a single determinant does not repair this. The Coulomb mixing then makes the energy depend on the hole orbital and favours a hole spread over all three $t_{2g}$ orbitals. For the 2 eV gap the lowest determinant found has $L$ of only about 0.55. The saturation at $L=1$ for large $U$ is a property of the $t_{2g}$-only interaction.

**Empty $e_g$ orbitals.** For normalized orbitals, $L_z$ connects $xy$ to $x^2-y^2$ with a matrix element of size 2. At a gap $\Delta$ the perturbation $-\frac\zeta2L_z$ admixes an amplitude $\frac\zeta2\cdot2/\Delta=\zeta/\Delta$. This changes the saturated moment by

$$\delta L\simeq2\cdot2\cdot\frac\zeta\Delta=\frac{4\zeta}\Delta .$$

The sign is positive because the perturbation favours larger $L_z$. For $\Delta=2$ eV this is 0.12, and diagonalization at this fixed gap gives $L=1.12$. The correction thus changes the first decimal of the saturated moment. Here $\Delta$ is the cubic gap without the shift from $U$, because a potential $-Un$ acting on all five orbitals leaves $\delta L$ unchanged. The estimate covers the spin-orbit admixture alone and leaves out the Coulomb mixing of the previous paragraph. In the unsaturated states only the occupied part $n_0$ of the $xy$ band contributes, which gives roughly $4\zeta n_0/\Delta=0.08$ for $n_0=\frac23$ and the same gap. This is more than the model moment of 0.06 at $U=0$, so the small moments of the first branch describe the $t_{2g}$ contribution only.

**Orbital-dependent hopping.** On a cubic lattice a $t_{2g}$ electron hops mainly within the plane of its orbital, for example $\varepsilon_{yz}=-2t(\cos k_y+\cos k_z)$ with $W=8t$ and unit lattice constant. This hopping does not commute with $L_z$. For a small field $-bL_z$ let $L=\chi_0b$, where second-order perturbation theory gives

$$\chi_0=2\left\langle\frac{f_{yz}-f_{zx}}{\varepsilon_{zx}-\varepsilon_{yz}}\right\rangle_{\mathbf k}$$

with Fermi factors $f$. Since $\mathrm{Tr}L_z^2=2$, the part of $n$ along $L_z$ is $\frac L2L_z$. The potential $-Un$ then adds $UL/2$ to the spin-orbit field $\zeta/2$:

$$L=\frac{\chi_0}{2}(\zeta+UL)\quad\Rightarrow\quad L=\frac{\zeta}{W^*-U},\qquad W^*=\frac2{\chi_0}.$$

For small $L$ the first branch keeps its form, with $W^*$ in place of $W$. As $U$ approaches $W^*$ this expression diverges, while $L$ cannot exceed 1 in the $t_{2g}$ shell, so linear response does not suffice there. The rectangular band corresponds to $\chi_0=2/W$. For the lattice with $W=1$ eV and an electronic temperature $k_BT=0.03$ eV, $\chi_0=2.79$ eV$^{-1}$ and $W^*=0.72$ eV.

With $\zeta=0.06$ eV, the self-consistent lattice moment at $k_BT=0.03$ eV is 0.084 at $U=0$ and 0.187 at $U=0.4$ eV (the latter rises to 0.189 at $k_BT=0.01$ eV). The linear formula gives 0.084 and 0.189, while the rectangular band gives 0.060 and 0.100. At $U=0.4$ eV the rectangular model thus yields little more than half the lattice moment at the same total width. For a real band structure $\chi_0$ has to be computed. The second and third branches were derived for hopping that is the same for all orbitals, and the linear-response argument does not justify replacing $W$ by $W^*$ in them.

## Computed values

```
Parameters: W = 1.00 eV, zeta = 0.06 eV
First knee U = 0.910 eV; full moment from U = 0.970 eV
Scan of U: L closed, L iterated (hbar); n(+1), n(0), n(-1)
 U=0.00 eV: 0.0600 0.0599; 0.6967 0.6667 0.6367
 U=0.50 eV: 0.1200 0.1199; 0.7267 0.6667 0.6067
 U=0.80 eV: 0.3000 0.2998; 0.8167 0.6667 0.5167
 U=0.90 eV: 0.6000 0.5996; 0.9667 0.6667 0.3667
 U=0.94 eV: 0.7500 0.7496; 1.0000 0.7500 0.2500
 U=0.98 eV: 1.0000 1.0000; 1.0000 1.0000 0.0000
Scan of W at U = 0.50 eV, zeta = 0.06 eV: L closed, iterated (hbar)
 W=2.00 eV: 0.0400 0.0400
 W=0.56 eV: 0.7500 0.7498
 W=0.52 eV: 1.0000 1.0000
Scan of zeta at U = 0.50 eV, W = 1.00 eV: L closed, iterated (hbar)
 zeta=0.02 eV: 0.0400 0.0399
 zeta=0.20 eV: 0.4000 0.4000
 zeta=0.50 eV: 0.7500 0.7500
Solutions at U = 3.00 eV: hole m, L (hbar), E-E0 (eV), exists above U
 m=-1: L=+1.000, 0.000 eV, 0.970 eV
 m=-0: L=-0.000, 0.030 eV, 1.030 eV
 m=+1: L=-1.000, 0.060 eV, 1.060 eV
Isolated ion in exchange field h: L, S_z (hbar)
 h/zeta=1e-06: 0.3333 0.8333
 h/zeta=1: 0.9278 1.4278
 h/zeta=10: 0.9985 1.4985
Largest L in the weak-field 4T1(F) term: 1.5000 hbar
eg admixture, gap 2.00 eV: L = 1.1198 hbar, first order 1.1200
Lattice model: W = 1.00 eV, kT = 0.03 eV, 16^3 k points
 chi0 = 2.7902 1/eV, W* = 0.7168 eV
 L lattice, linear formula with W*, rectangular band (hbar)
 U=0.00 eV: 0.0835 0.0837 0.0600
 U=0.40 eV: 0.1868 0.1894 0.1000
```
